The apparent activation energy of diffusion-limited vapour deposition

**Definitions and conventions**

A solid film grows on a hot surface from a precursor carried in a gas. Between the well-mixed gas and the surface lies a layer of gas of thickness δ, which the precursor crosses by diffusion. In what follows "film thickness" means the thickness δ of this gas film, not that of the deposited solid.

The growth rate R is the thickness of solid added per unit time. If J is the number of precursor molecules consumed per unit area and time, and Ω is the volume of solid formed per molecule, then R = ΩJ. The thermal expansion of the solid is neglected, so Ω is constant.

The apparent activation energy is the local slope of an Arrhenius plot, with its sign reversed:

E_app = −d ln R / d(1/k_BT)

Here T is the surface temperature and k_B is Boltzmann's constant. The definition applies to any smooth R(T), whether or not there is an energy barrier behind it.

The basic model assumes the following:

- The whole gas film is at the temperature T.
- The thickness δ, the total pressure P and the precursor partial pressure p outside the film do not change when T changes.
- The precursor is dilute, does not react in the gas, and is consumed as soon as it reaches the surface.
- At fixed P the diffusivity follows D ∝ T^m, with m = 1.75.

The exponent can be understood from D ~ vℓ, where v is a molecular speed and ℓ a mean free path. The speed grows as T^(1/2). The path is ℓ ~ 1/(cσ), where c = P/(k_BT) is the total gas density and σ a collision cross-section. Rigid molecules therefore give D ∝ T^1.5. Real molecules attract one another and have soft cores, so that σ shrinks as they collide faster; a decrease as T^(−1/4) would give 1.75. This value is used here as an empirical description.

**Back-of-envelope argument**

Raise the temperature by 1 % from 1000 K. The diffusivity rises by 1.75 %. At fixed partial pressure the number density of the precursor falls by 1 %. The growth rate, proportional to their product, rises by 0.75 %.

At 1000 K, k_BT = 0.0862 eV, so 1/k_BT is about 11.6 eV⁻¹, and it falls by 1 %, or 0.116 eV⁻¹. The slope is therefore

E_app ≈ 0.0075 / (0.116 eV⁻¹) ≈ 0.065 eV

No molecule has crossed a barrier of this height. The number expresses a weak power law in the language of an Arrhenius plot.

**Controlled derivation**

Let z run from the outer edge of the gas film, z = 0, to the surface, z = δ. In the steady state, with no reaction in the gas, the flux J is the same at every z. Fick's law for the local precursor density N(z) is

J = −D dN/dz

Since D is uniform in a film of uniform temperature, N is linear in z. Its outer value is n = p/(k_BT), by the ideal-gas law, and its value at the surface is zero. Hence dN/dz = −n/δ and

J = Dn/δ = Dp/(k_BTδ)

With p, P and δ fixed, the temperature enters through D ∝ T^m and through 1/T:

R ∝ T^(m−1)

d ln R/d ln T = m − 1

To convert this into a slope in 1/k_BT, write β = 1/k_BT. Then ln β = −ln T + constant, so dβ = −β d ln T, and

E_app = −d ln R/dβ = (1/β) d ln R/d ln T = k_BT d ln R/d ln T

The result is

E_app = (m−1)k_BT = 0.75 k_BT

At 1000 K this is 0.75 × 0.08617 eV = 0.0646 eV.

Fixed partial pressure matters. If the precursor density n were held fixed instead, the factor 1/T would be absent and the slope would be 1.75 k_BT = 0.151 eV. The exponent matters too: m = 1.5 gives 0.043 eV and m = 2 gives 0.086 eV, so 0.065 eV is not known to better than the exponent.

The slope is proportional to T, so the Arrhenius plot is curved, but only slightly over a modest range. Between 900 and 1100 K the rate grows by a factor (1100/900)^0.75 = 1.162. A least-squares line through ln R against 1/k_BT, at nine equally spaced temperatures in this range, gives 0.0642 eV. The line misses the model's rate by at most 0.22 % of that rate. A straight Arrhenius plot over such a range is thus no evidence of a barrier.

**A worked case: tin dioxide**

Consider SnO2 grown from tin tetrachloride and steam in nitrogen:

SnCl4 + 2H2O → SnO2 + 4HCl

Steam is assumed to be in sufficient supply, so that the arrival of tin limits growth. The inputs are rough typical values: T = 1000 K, P = 760 Torr, p = 1 Torr, δ = 5 mm, D = 0.07 cm²/s at 300 K, and a solid density of 7 g/cm³. The diffusivity at the growth temperature is

D = 0.07 × (1000/300)^1.75 cm²/s = 0.576 cm²/s

The quantity D/δ has the units of a velocity and measures how readily the gas film supplies the surface:

D/δ = (0.576 cm²/s)/(0.5 cm) = 1.15 cm/s

The ideal-gas law gives n = 9.66 × 10¹⁵ cm⁻³, and so

J = 1.15 cm/s × 9.66 × 10¹⁵ cm⁻³ = 1.11 × 10¹⁶ cm⁻² s⁻¹

Dividing the mass of one SnO2 unit by the density gives Ω = 0.0358 nm³. Since 1.11 × 10¹⁶ cm⁻² is 111 nm⁻²,

R = 111 nm⁻² s⁻¹ × 0.0358 nm³ = 3.97 nm/s, or about 240 nm/min

The values of p, δ and D at 300 K set this rate but cancel from the slope. The slope depends on how the quantities vary with temperature, and the remaining sections relax the assumptions about that.

**Finite surface kinetics**

Suppose that the surface consumes molecules at a finite rate k_s N_s, where N_s is the precursor density next to it and

k_s = k_0 exp(−E_s/k_BT)

Let k_t = D/δ. The same flux crosses the gas film and enters the solid:

J = k_t(n − N_s) = k_s N_s

The first equality gives n − N_s = J/k_t and the second gives N_s = J/k_s. Adding these eliminates N_s:

n = J(1/k_t + 1/k_s)

J = n/(1/k_t + 1/k_s)

The two resistances 1/k_t and 1/k_s add in series. The share of the total that belongs to the surface is

φ = (1/k_s)/(1/k_t + 1/k_s) = k_t/(k_t + k_s)

For the slope, use d ln n/d ln T = −1, d ln k_t/d ln T = m and d ln k_s/d ln T = E_s/k_BT. Each resistance contributes in proportion to its share:

d ln J/d ln T = −1 + (1−φ)m + φE_s/k_BT

Write −1 as −(1−φ) − φ and multiply by k_BT:

E_app = (1−φ)(m−1)k_BT + φ(E_s − k_BT)

For φ → 0 this is the transport result. For φ → 1 it is E_s − k_BT; the subtraction again comes from the falling gas density at fixed partial pressure.

Choose the round values E_s = 1 eV and k_0 = 10⁷ cm/s. At 1000 K they give k_s = 91.3 cm/s, and

φ = 1.15/(1.15 + 91.3) = 0.0125

The growth rate falls by 1.25 %, from 238.5 to 235.5 nm/min. The slope responds much more strongly:

E_app = 0.9875 × 0.0646 eV + 0.0125 × (1 − 0.0862) eV = 0.075 eV

This is 16 % above the ideal value. A small share of the resistance matters because it is multiplied by a large energy. A rate close to the transport limit therefore does not guarantee a slope equally close to its limit.

With the same δ and p, the temperature dependence is:

- 700 K: φ = 49 %, E_app = 0.487 eV
- 800 K: φ = 13 %, E_app = 0.170 eV
- 900 K: φ = 3.7 %, E_app = 0.090 eV
- 1000 K: φ = 1.25 %, E_app = 0.0752 eV
- 1100 K: φ = 0.52 %, E_app = 0.0754 eV

Between the last two temperatures the slope passes through a shallow minimum. The surface contribution keeps shrinking, but the transport part, 0.75 k_BT, grows with T and eventually outweighs the decrease. The crossover itself comes from the contrast between the two processes: from 900 to 1100 K k_s grows by a factor of 10.4, whereas k_t grows only by (1100/900)^1.75 = 1.42.

The chosen k_s is physically possible. A gas of density N_s strikes a surface at the rate N_s v̄/4 per unit area, where v̄ = √(8k_BT/πM) is the mean speed and M the molecular mass. For SnCl4 at 1000 K, v̄ = 285 m/s. Equating k_sN_s to γN_s v̄/4 gives a reaction probability per collision of γ = 4k_s/v̄ = 0.013. This is well below one, so the surface hardly disturbs the velocity distribution on which the estimate rests.

**A cold gas above a hot surface**

Now let the outer edge of the film stay at T_0 while the surface temperature T is varied. Denote the local gas temperature by Θ(z), with Θ(0) = T_0 and Θ(δ) = T. There are two changes: the gas properties vary across the film, and the temperature gradient itself drives the precursor.

Take the thermal conductivity to vary as Θ^0.75 and neglect the heat carried by the flow. A constant heat flux then means that Θ^0.75 dΘ/dz is constant. Fixing the constant by the total thickness gives

dz = δ Θ^0.75 dΘ / I

I = ∫ Θ^0.75 dΘ from T_0 to T = (T^1.75 − T_0^1.75)/1.75

In a gas of non-uniform density, the diffusion law is written with the mole fraction x. Including thermal diffusion,

J = −cD [dx/dz + (αx/Θ) dΘ/dz]

The thermal diffusion factor α is taken as constant. A positive α, as expected for a heavy molecule in a light gas, pushes the precursor towards the cold side, away from the surface. Multiply by Θ^α and use the product rule:

d(xΘ^α)/dz = Θ^α [dx/dz + (αx/Θ) dΘ/dz] = −JΘ^α/(cD)

At fixed pressure c ∝ 1/Θ and D ∝ Θ^1.75, so cD = AΘ^0.75 with A constant. Integrate across the film, with x = x_0 = p/P outside and x = 0 at the surface:

x_0T_0^α = J ∫ Θ^α/(AΘ^0.75) dz = (Jδ/(AI)) ∫ Θ^α dΘ

The factors Θ^0.75 have cancelled. The last integral is (T^(1+α) − T_0^(1+α))/(1+α), so

J = (x_0A/δ) T_0^α I (1+α)/(T^(1+α) − T_0^(1+α))

For any power q, with u = T_0/T and T_0 fixed,

d ln(T^q − T_0^q)/d ln T = qT^q/(T^q − T_0^q) = q/(1 − u^q) ≡ f(q)

The slope is the difference of two such terms:

E_app = k_BT [f(1.75) − f(1+α)]

If the outer gas is very cold, u → 0 and f(q) → q, so the slope tends to (0.75 − α)k_BT. If T_0 is close to T, put u = 1 − ε. Then f(q) ≈ 1/ε + (q−1)/2, and the slope tends to (0.75 − α)k_BT/2. For α = 0 this is half the isothermal value, because heating the surface alone raises the mean film temperature by half as much as heating the whole film.

For T_0 = 400 K, u = 0.4. Without thermal diffusion,

E_app = 0.0862 eV × (2.191 − 1.667) = 0.045 eV

With the round value α = 0.3,

E_app = 0.0862 eV × (2.191 − 1.867) = 0.028 eV

This α is illustrative, not a measured value for SnCl4 in nitrogen, and the result is sensitive to it: α = 0.6 gives 0.0095 eV. Kinetic-theory estimates for this pair rise with temperature and lie between about 0.1 and 0.8 over 400–1000 K, depending on the assumed molecular parameters; they place the slope anywhere between about 0.03 eV and zero. A larger α lowers the slope further; at α = 0.75 the two terms are equal and the slope vanishes.

The rate changes as well. Dividing J by its isothermal value x_0AT^0.75/δ gives

J/J_iso = u^α f(1+α)/f(1.75)

This is 0.76 without thermal diffusion and 0.65 with it, at the same δ and p.

The surface kinetics of the previous section can be added by replacing x = 0 at the surface with J = ck_sx there. Numerical integration of the heat and diffusion equations, followed by a finite difference of ln J in 1/k_BT, then gives 0.037 eV for T_0 = 400 K and α = 0.3. Surface kinetics raises the slope and the cold gas lowers it, so a measured value near 0.065 eV could also arise because the two shifts happen to cancel. With the inputs above they do not; for α = 0.3 a slower surface, with a share of about 4 % of the resistance, would be needed.

**When the flow sets the film thickness**

In many reactors δ is a result of the flow, not an independent setting. A simple model is plug flow: gas at uniform temperature T slides over the surface at velocity U and reaches a point a distance L downstream after the time t = L/U. Diffusion along the flow is neglected. At distance y from the surface, the density obeys the diffusion equation in time, with value n at t = 0 and zero at y = 0. The solution is

N(y,t) = n erf[y/(2√(Dt))]

Differentiation confirms it. First,

∂N/∂y = n exp[−y²/(4Dt)]/√(πDt)

A second derivative gives D ∂²N/∂y² = −(y/2t) ∂N/∂y. The time derivative acts through the argument y/(2√(Dt)), which varies as y t^(−1/2), and gives the same −(y/2t) ∂N/∂y. The flux into the surface is

J = D ∂N/∂y at y = 0 = Dn/√(πDt)

so the equivalent film thickness is δ = √(πDt). For δ = 5 mm at 1000 K the transit time is t = δ²/(πD) = 0.138 s.

Since J = n√(D/(πt)),

d ln J/d ln T = −1 + m/2 − ½ d ln t/d ln T

At fixed velocity t is constant, and the slope is −0.125 k_BT = −0.011 eV: the rate falls slightly on heating. At fixed mass flow and pressure the gas expands, so U ∝ T and t ∝ 1/T. The slope is then +0.375 k_BT = 0.032 eV. The value 0.065 eV thus belongs to a fixed δ; in plug flow at fixed velocity even the sign is different. Plug flow ignores the slowing of the gas near the wall, which changes these numbers and removes the change of sign. For a velocity that rises linearly from zero at the wall with shear rate S, J ∝ nD^(2/3)S^(1/3), and the slope is +0.17 k_BT = 0.014 eV at fixed velocity and +0.5 k_BT = 0.043 eV at fixed mass flow.

**Smaller corrections and open ones**

Each SnCl4 molecule arrives with two H2O molecules, and four HCl molecules leave. Counting flow towards the surface as positive, the net molar flow is J + 2J − 4J = −J. It carries precursor away at the rate xJ. Treating the dilute precursor with a single diffusivity,

J = −cD dx/dz − xJ

J(1+x) = −cD dx/dz

At uniform temperature, integration gives J = (cD/δ) ln(1+x_0). Here x_0 = 1/760 = 0.0013, and in this single-diffusivity approximation the rate is lower than cDx_0/δ by about x_0/2, or 0.07 %. Separate diffusivities for the different gases would change this small number. The factor ln(1+x_0) does not depend on temperature at fixed p and P, so the slope is unchanged.

Reactions in the gas are a more serious matter. If they remove precursor at a rate k_g per molecule, the loss in the film is of order k_gnδ, compared with a flux Dn/δ. The ratio is k_gδ²/D. With δ²/D = 0.43 s, the growth rate is little affected if k_g is well below about 2 s⁻¹. The slope sets a stricter limit: if k_g rises steeply with temperature, even a small loss of precursor can lower the slope noticeably, just as a small surface share can raise it. Attack of the solid by HCl is also left out; it would leave a finite precursor density at the surface, with its own temperature dependence.

**Comparison with the real process**

Tin dioxide is deposited in this way at atmospheric pressure as a transparent conducting coating on hot glass. Temperatures are roughly 900 K, so 1000 K is at the hot end. Coating a moving glass ribbon needs rates of roughly tens of nm/s, well above the 4 nm/s found here; in the transport limit R ∝ p/δ, so a higher precursor pressure or a thinner gas film raises the rate. A thinner film also raises k_t and hence φ, so the rate grows more slowly than 1/δ and the slope moves towards the surface value. With the k_s chosen above, a rate of 20 nm/s at 900 K and p = 1 Torr needs δ = 0.73 mm, and the slope is then 0.24 eV: growth is no longer close to the transport limit.

The assumption of a uniform gas temperature fails if the gas is supplied cooler than the glass. For the example's numbers this lowers the slope from 0.065 to 0.045 eV, or to 0.028 eV with the assumed thermal diffusion, and to nearly zero if α is two to two and a half times larger. What survives these changes is the scale: at fixed pressures, without precursor loss in the gas and with a negligible surface resistance, the slopes found here are at most about k_BT in size, far below the 1 eV assumed for the surface reaction. A small surface share is enough to exceed that scale: at 900 K a share of 3.7 % gives 0.090 eV, more than k_BT = 0.078 eV. The derivation of 0.065 eV at 1000 K assumes m = 1.75, a gas film of uniform temperature and fixed thickness, fixed pressures, no precursor reaction in the gas and a negligible surface resistance.

All numerical values are calculated from the stated model.
